# Integrated transmission of an isolated Breit-Wigner resonance in a tunnel barrier

## Result

An electron tunnels through a barrier by way of one quasi-bound level. Near the level energy $E_r$ its transmission, for one spin and one channel on each side, has the Breit-Wigner form

$$T(E)=\frac{\Gamma_L\Gamma_R}{(E-E_r)^2+\Gamma^2/4},\qquad \Gamma=\Gamma_L+\Gamma_R. \tag{1}$$

The partial widths $\Gamma_L$ and $\Gamma_R$ are energies, and $\Gamma_i/\hbar$ is the rate at which probability leaves the level through side $i$. The area under the line is

$$\boxed{\int_{-\infty}^{\infty}T(E)\,dE=\frac{2\pi\,\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}}. \tag{2}$$

For form (1) with constant widths this is an identity. For a physical barrier it gives, to leading order, the area of a narrow line alone, not of the whole transmission spectrum. For this, $\Gamma$ must be small compared with the distance to band edges and other levels, and with the energy over which the widths change. The algebra uses atomic units, with $\hbar=1$ and the free-electron mass equal to 1; $\hbar$ is restored in the currents.

## 1. Equal widths

Let $\Gamma_L=\Gamma_R=g$, so that $\Gamma=2g$ and

$$T(E)=\frac{g^2}{(E-E_r)^2+g^2}.$$

The peak value is 1. Put $E-E_r=g\tan\theta$. Then $dE=g\,d\theta/\cos^2\theta$, and the denominator is $g^2(1+\tan^2\theta)=g^2/\cos^2\theta$. The cosines cancel:

$$\int T\,dE=\int_{-\pi/2}^{\pi/2}g\,d\theta=\pi g .$$

Formula (2) gives $2\pi g^2/(2g)=\pi g$, as it should. A more opaque symmetric barrier has the same peak but a smaller area, because its line is narrower.

## 2. Unequal widths

Now put $E-E_r=(\Gamma/2)\tan\theta$. The denominator of (1) becomes $\Gamma^2/(4\cos^2\theta)$ and $dE=\Gamma\,d\theta/(2\cos^2\theta)$, so

$$T\,dE=\Gamma_L\Gamma_R\,\frac{4\cos^2\theta}{\Gamma^2}\,\frac{\Gamma}{2\cos^2\theta}\,d\theta=\frac{2\Gamma_L\Gamma_R}{\Gamma}\,d\theta .$$

The range of $\theta$ has length $\pi$, which proves (2).

**Limit of strong asymmetry.** Write (2) as

$$\int T\,dE=2\pi\left(\frac1{\Gamma_L}+\frac1{\Gamma_R}\right)^{-1}.$$

The inverse widths add like resistances in series. If $\Gamma_R\ll\Gamma_L$, the area tends to $2\pi\Gamma_R$: the slower escape sets it. The peak, meanwhile, is

$$T(E_r)=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\to\frac{4\Gamma_R}{\Gamma_L}.$$

Raising $\Gamma_L$ in this limit lowers the peak and broadens the line in such a way that the area stays nearly fixed.

**Finite window.** Between $E_r-W$ and $E_r+W$, the angle runs between $\pm\arctan(2W/\Gamma)$. Hence

$$A_W=\frac{4\Gamma_L\Gamma_R}{\Gamma}\arctan\frac{2W}{\Gamma}. \tag{3}$$

Since $\pi/2-\arctan x=\arctan(1/x)$ for $x>0$, the missing area is

$$\frac{4\Gamma_L\Gamma_R}{\Gamma}\arctan\frac{\Gamma}{2W}\simeq\frac{2\Gamma_L\Gamma_R}{W}\qquad(W\gg\Gamma).$$

Relative to the full area this is $\Gamma/(\pi W)$. The window must therefore be much wider than the line, yet narrow enough that the transmission far from the line, where (1) no longer holds, adds little to the area.

## 3. A barrier that produces the line

So far (1) was assumed. A solvable model shows where it comes from and what fixes the widths.

A flat barrier of height $V_0$ and effective mass $m_b$ separates two equal leads of mass $m_w$. Energies are measured from the lead band edge, and $0<E<V_0$. An attractive delta trap sits at distance $a$ from the left lead and $b$ from the right one. Define

$$k=\sqrt{2m_wE},\quad \kappa=\sqrt{2m_b(V_0-E)},\quad v=\frac{k}{m_w},\quad u=\frac{\kappa}{m_b}.$$

At each interface $\psi$ and $\psi'/m$ are continuous, which conserves the flux $\mathrm{Im}(\psi^*\psi')/m$. At the trap $\psi$ is continuous and its slope jumps by $-2\kappa_0\psi$, where $\kappa_0$ measures the trap strength.

**Limit of infinitely distant leads.** The bound state is $e^{-\kappa|x|}$, with slope jump $-2\kappa$. Thus $\kappa=\kappa_0$, and the level lies at $E_0=V_0-D$ with depth $D=\kappa_0^2/(2m_b)$.

**Outgoing solutions.** Let $s$ be the distance from the trap toward a lead at $s=l$. In the barrier take $e^{-\kappa s}+r\,e^{\kappa s}$. An outgoing wave in the lead requires $\psi'/m_b=iv\psi$ on the barrier side of the interface:

$$u\left(-e^{-\kappa l}+r e^{\kappa l}\right)=iv\left(e^{-\kappa l}+r e^{\kappa l}\right)
\;\Rightarrow\;
r=e^{-2\kappa l}\,\frac{u+iv}{u-iv}. \tag{4}$$

Divide the solution by its value at the trap and call it $\chi$, so $\chi(0)=1$. Its slope there is

$$\chi'(0)=-y,\qquad y=\kappa\,\frac{1-r}{1+r},$$

and its outward flux is $\gamma=-\mathrm{Im}\,y/m_b$. If $\chi(l)=c$, conservation of flux also gives $\gamma=v|c|^2$.

**Incoming wave.** On the left let $\eta(s)$ be the solution that vanishes at the trap and equals $e^{-ik(s-a)}+\rho\,e^{ik(s-a)}$ in the lead. The first term moves toward the trap with flux $v$. The combination $(\eta\chi_L'-\eta'\chi_L)/m$ does not depend on position, because both functions solve the same equation. At the trap it is $-\eta'(0)/m_b$. In the lead $\chi_L=c_Le^{ik(s-a)}$; the $\rho$ term cancels and the rest gives $2ikc_L/m_w=2ivc_L$. Therefore

$$|\eta'(0)|^2=4m_b^2v^2|c_L|^2=4m_b^2\,v\,\gamma_L .$$

The full solution is $\eta+\psi_0\chi_L$ on the left and $\psi_0\chi_R$ on the right. The slope with respect to $x$ is $-y_R\psi_0$ just right of the trap. Just left of it, $s$ runs opposite to $x$, so the slope is $-\eta'(0)+y_L\psi_0$. The jump condition reads

$$-y_R\psi_0+\eta'(0)-y_L\psi_0=-2\kappa_0\psi_0
\;\Rightarrow\;
\psi_0=\frac{\eta'(0)}{y_L+y_R-2\kappa_0}.$$

The transmitted flux is $\gamma_R|\psi_0|^2$ and the incident flux is $v$. Their ratio is

$$T(E)=\frac{\gamma_L\gamma_R}{|F(E)|^2},\qquad F(E)=\frac{y_L+y_R-2\kappa_0}{2m_b}. \tag{5}$$

No approximation has been made within this model.

## 4. The narrow-line limit

For opaque barriers $|r|\ll1$, and $y\simeq\kappa(1-2r)$. Then

$$F\simeq\frac{\kappa-\kappa_0-\kappa_0(r_L+r_R)}{m_b}.$$

From $\kappa^2=2m_b(V_0-E)$ follows $d\kappa/dE=-m_b/\kappa$, hence $\kappa-\kappa_0\simeq-(m_b/\kappa_0)(E-E_0)$. With $\kappa_0^2/m_b=2D$,

$$F\simeq-\frac1{\kappa_0}\left[E-E_0+2D(r_L+r_R)\right].$$

The real part of $r$ moves the level and the imaginary part broadens it:

$$E_r=E_0-2D\,\mathrm{Re}(r_L+r_R),\qquad \Gamma_i=4D\,\mathrm{Im}\,r_i .$$

The bracket is then $E-E_r+i\Gamma/2$. Also $\gamma_i\simeq2\kappa_0\,\mathrm{Im}\,r_i/m_b=\Gamma_i/\kappa_0$, so the factors $\kappa_0$ cancel in (5) and (1) appears. Multiplying the fraction in (4) above and below by $u+iv$ gives its imaginary part $2uv/(u^2+v^2)$, and

$$\Gamma_i=8D\,e^{-2\kappa_0l_i}\,\frac{uv}{u^2+v^2}, \tag{6}$$

with $u$ and $v$ taken at $E_0$.

**The widths are escape rates.** With outgoing waves on both sides the energy is complex, $E=E_r-i\Gamma/2$, and $|\psi|^2$ decays as $e^{-\Gamma t}$. If $N$ is the norm inside the barrier and $J_i$ the outward flux at edge $i$, continuity gives

$$\Gamma N=J_L+J_R,\qquad \Gamma_i=\frac{J_i}{N}. \tag{7}$$

To leading order $N=\int e^{-2\kappa_0|x|}dx=1/\kappa_0$ and $J_i=\gamma_i$ for $\psi(0)=1$. Thus $\Gamma_i=\kappa_0\gamma_i$, the same widths as before.

**Moving the trap.** Hold the total thickness $a+b$, the trap depth and the lead band edge fixed. By (6) the product $\Gamma_L\Gamma_R=g^2$ is then constant, and the widths are $g\,e^{\mp\kappa_0(a-b)}$. Their sum is $2g\cosh[\kappa_0(a-b)]$, so

$$\int T\,dE=\frac{\pi g}{\cosh[\kappa_0(a-b)]}.$$

For a flat barrier with equal leads the area is largest with the trap at the centre, where the result of section 1 returns. Away from the centre it falls exponentially with displacement. The formula holds only while the shift $2D\,\mathrm{Re}\,r$ from the nearer lead stays small compared with $E_0$. For the barrier of section 5 the area is already about 10% below it with the trap 1 nm from an interface; near 0.6 nm the shift reaches $E_0$, and closer still the level drops below the band edge and becomes a bound state with no line.

## 5. Numbers for a 4 nm barrier

The parameters are round values in the rough regime of a hafnium-based gate oxide on silicon: $V_0=1.5$ eV, $E_0=0.1$ eV, $D=1.4$ eV, $m_b=0.2$ and $m_w=0.9$. The trap is 1.8 nm from the left lead and 2.2 nm from the right; the total is 4 nm, or 40 angstrom. The decay constant is $\kappa_0=2.711$ nm$^{-1}$.

The definitions give

$$\frac vu=\sqrt{\frac{E_0m_b}{Dm_w}}=\sqrt{\frac{0.1\times0.2}{1.4\times0.9}}=0.126,$$

so $uv/(u^2+v^2)=0.126/(1+0.126^2)=0.124$ and the prefactor in (6) is $8\times1.4\times0.124=1.39$ eV. The exponents are $2\times2.711\times1.8=9.76$ and $2\times2.711\times2.2=11.93$. Hence

$$\Gamma_L=8.02\times10^{-5}\ \text{eV},\qquad \Gamma_R=9.17\times10^{-6}\ \text{eV}.$$

The decaying state, found numerically from the boundary conditions and read through (7), gives $8.01\times10^{-5}$ and $9.15\times10^{-6}$ eV. The sum is $8.92\times10^{-5}$ eV, a lifetime $\hbar/\Gamma$ of 7.4 ps. The level moves down by $1.7\times10^{-4}$ eV, about twice the linewidth but little compared with $E_0$.

With the widths of the decaying state,

$$\int T\,dE=2\pi\,\frac{8.01\times10^{-5}\times9.15\times10^{-6}}{8.92\times10^{-5}}\ \text{eV}=5.16\times10^{-5}\ \text{eV}.$$

This is 0.90 of $2\pi\Gamma_R$, so the right side is already the bottleneck. The peak transmission is only 0.37.

Solving the boundary conditions for $T(E)$ and integrating over $\pm0.05$ eV about the line gives $5.158\times10^{-5}$ eV, the same to these digits as (3). For the ideal line (1), the area missing outside the window is $2.9\times10^{-8}$ eV, or 0.06% of the whole. The barrier itself departs from (1) far from the line: above the line its transmission passes through a minimum and then grows toward the barrier top. The test was repeated with the trap at 1.6, 1.8, 2.0 and 2.2 nm from the left lead, at fixed total thickness. The largest difference from (3), relative to (3), was 0.04%.

**Where the narrow-line estimate weakens.** Put the trap at the centre of a 2 nm barrier and keep the other parameters and the window width. The integrated transmission is then 0.83 of what (3) gives with the widths (6). In the 4 nm case the same ratio is 0.998. The comparison tests the closed-form widths together with the line shape. Most of the deficit can be traced to the level shift. Here $2\kappa_0l=5.42$, and the real part of each $r$ is about $0.0043$, so the level falls by $4D\times0.0043\simeq0.024$ eV, a quarter of $E_0$. The lead velocity falls by the factor $\sqrt{0.076/0.1}=0.87$, and the greater depth of the level multiplies the tunnelling exponential by about 0.95. The product is near 0.83. Other corrections are a few per cent and have not been separated, so the close agreement is partly fortuitous.

## 6. From area to current

For two independent spins in one transverse mode,

$$I=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE .$$

If the line is narrow compared with $k_BT$, the occupation difference can be taken at $E_r$ and moved outside the integral. With the level fully inside the bias window it equals 1, and $h=2\pi\hbar$ gives

$$I=\frac{2e}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}. \tag{8}$$

The example gives 4.0 nA. At 300 K, $k_BT=0.0259$ eV, far above $\Gamma$. With the left Fermi level 0.1 eV above the trap and the right one 0.5 eV lower than the left, the occupation difference is 0.98, which reduces the current to 3.9 nA. Integrating $T$ with the Fermi functions inside agrees with this factor to within 0.2%. Here the bias enters the occupations only, with the barrier and band edges left flat; section 7 adds the tilt. These levels put the left Fermi level 0.2 eV above its band edge. In silicon that means a strongly degenerate lead, at the extreme end of what doping can give; with flat bands in the lead, lighter doping would supply fewer electrons at the trap energy and a smaller current. In a real stack the gate field can also accumulate electrons at the interface, so doping alone does not set the supply.

**A rate-equation check.** For each spin the level fills at rate $\Gamma_L(1-p)/\hbar$ and empties at $\Gamma_Rp/\hbar$. In the steady state $p=\Gamma_L/\Gamma$. The current per spin is $e\Gamma_Rp/\hbar$, and two spins give (8).

**Strong repulsion.** If a second electron cannot enter, either spin can fill the empty trap, but only one electron can leave. With occupation $p_1$, the balance is $2\Gamma_L(1-p_1)=\Gamma_Rp_1$, and

$$I=\frac{e\Gamma_Rp_1}{\hbar}=\frac{2e}{\hbar}\frac{\Gamma_L\Gamma_R}{2\Gamma_L+\Gamma_R}.$$

For $\Gamma_L\ll\Gamma_R$ the trap is mostly empty and (8) returns. For $\Gamma_R\ll\Gamma_L$ the current is half of (8). Here it is 2.1 nA. A rough charging energy $e^2/(4\pi\varepsilon_0\varepsilon_r r_0)$, with $\varepsilon_r=20$ and $r_0=1/\kappa_0=0.37$ nm, is 0.2 eV. This estimate refers to a point-like trap and is on the low side: the Coulomb integral of the point-trap state of section 7 is $4\ln2$ times larger, 0.54 eV, and $\varepsilon_r=20$ includes ionic screening that a rigid lattice lacks. Either value puts the second electron above the left Fermi level, so within the rigid-lattice model the blocked value suits the example better. In a real oxide, lattice relaxation can lower the effective repulsion.

## 7. What a real gate stack changes

**Point defect.** In three dimensions the one-dimensional trap is a sheet. A point trap has the state $\sqrt{\kappa_0/2\pi}\,e^{-\kappa_0r}/r$. Its component of transverse wave number $q$ is $\sqrt{2\pi\kappa_0}\,e^{-\kappa_q|z|}/\kappa_q$, with $\kappa_q^2=\kappa_0^2+q^2$. By (4), a decaying wave of unit amplitude at the trap has value $2u\,e^{-\kappa l}/(u-iv)$ at the interface. Multiplying its squared modulus by $v$ and summing over $q$ gives

$$\Gamma_i^{\rm pt}=\kappa_0\int_0^{q_m}\frac{q\,dq}{\kappa_q^2}\,\frac{4u_q^2v_q}{u_q^2+v_q^2}\,e^{-2\kappa_ql_i}.$$

Here $u_q=\kappa_q/m_b$, and $v_q$ is the lead velocity for energy $E_0-q^2/(2m_t)$ along the current, which vanishes at $q_m$. For a single lead valley with transverse mass $m_t=0.2$ the widths are $1.6\times10^{-6}$ and $1.8\times10^{-7}$ eV. For one level coupled to many modes, the total transmission keeps form (1) with these summed widths. Its area is 0.02 of the sheet value.

**Bias.** A drop of 0.5 V over 4 nm is 1.25 MV/cm, a quarter of a rough breakdown field of 5 MV/cm. The tilt was estimated by integrating the outgoing solution through the sloping barrier, with the norm kept at $1/\kappa_0$, the trap 1.4 eV below the local barrier edge, and the level held 0.1 eV above the left band edge. The potential drop between the left interface and the trap is $0.5\times1.8/4=0.225$ eV, so this choice places the barrier at each interface 1.725 eV above the band edge of its lead. Had that offset stayed at 1.5 eV, the same trap would lie 0.125 eV below the left band edge and carry no elastic current. The left width becomes $5.2\times10^{-5}$ eV and the right one $4.1\times10^{-5}$ eV. The right barrier is lower and its lead lies 0.5 eV deeper, which opens the bottleneck; the area rises by a factor of 2.8. The factor depends on what is held fixed: with the offset kept at 1.5 eV and a trap 1.175 eV deep, so that the level is again at 0.1 eV, it is about 6. Even for the sheet, the flat-barrier current is thus at best an order-of-magnitude value at this bias, and only if the level stays above the left band edge.

**Direct tunnelling.** Without the trap, the area in the same window is $2\times10^{-7}$ of the trap area, per transverse mode. The background is negligible under this line. The total leakage of a device also depends on the number of modes and traps per area, so this ratio does not decide which path dominates there.

**Lattice and layers.** The barrier height, mass and trap depth are plausible rough values for a hafnium-based oxide, but 4 nm is thick for a logic gate. A real stack also has an interfacial oxide layer and usually a metal gate, so its two leads differ. The rigid lattice is another assumption that a real oxide breaks. For a rough phonon energy of 0.05 eV and Huang-Rhys factor $S=10$, the relaxation energy is $0.05\times10=0.5$ eV, thousands of times $\Gamma$ and larger than $E_0$. In a model with one linearly coupled phonon mode, the zero-phonon part of the trap spectrum at 0 K has weight $e^{-S}=4.5\times10^{-5}$. Most of the spectral weight then lies in phonon sidebands, over which the widths cannot be treated as constant. The current of 4 nA is therefore a property of the elastic sheet model, and a forecast for a real defect needs the inelastic rates.

The identity (2) remains sound wherever its line shape does. It may need revision when the line reaches a band edge, overlaps another resonance, or interferes appreciably with a background. The numerical output below lists the values used here.

## Computed values

```
barrier height: 1.5 eV
unperturbed trap level: 0.1 eV
trap depth: 1.4 eV
barrier mass: 0.2 electron masses
lead mass along current: 0.9 electron masses
trap to left lead: 1.8 nm
trap to right lead: 2.2 nm
barrier thickness: 4 nm
barrier thickness converted: 40 angstrom
decay constant: 2.7109 1/nm
left width, closed form: 8.022e-05 eV
right width, closed form: 9.1709e-06 eV
left width, decaying state: 8.006e-05 eV
right width, decaying state: 9.1522e-06 eV
total width: 8.9212e-05 eV
level shift: -0.00017449 eV
lifetime: 7.378 ps
peak transmission, matching: 0.36826
peak transmission, formula: 0.36826
half window: 0.05 eV
area in window, matching: 5.1584e-05 eV
area in window, formula: 5.1577e-05 eV
full area, formula: 5.1606e-05 eV
area missing outside window: 2.9309e-08 eV
area / (2 pi smaller width): 0.89741
largest area error, four positions: 0.0369 %
area ratio matching/closed, 4 nm: 0.99811
area ratio matching/closed, 2 nm: 0.83254
current, two free spins: 3.9985 nA
current, double filling blocked: 2.1073 nA
temperature: 300 K
thermal energy: 0.025852 eV
left Fermi level above trap: 0.1 eV
occupation difference: 0.97967
transverse lead mass: 0.2 electron masses
point-trap left width: 1.637e-06 eV
point-trap right width: 1.819e-07 eV
point-trap area / sheet area: 0.019932
oxide voltage: 0.5 V
oxide field: 1.25 MV/cm
rough breakdown field: 5 MV/cm
tilted left width: 5.1651e-05 eV
tilted right width: 4.1012e-05 eV
tilted area / flat area: 2.7833
direct area per mode / trap area: 1.9913e-07
rough relative permittivity: 20
trap radius 1/kappa: 0.36888 nm
rough charging energy: 0.19518 eV
rough phonon energy: 0.05 eV
rough Huang-Rhys factor: 10
lattice relaxation energy: 0.5 eV
zero-phonon weight at 0 K: 4.54e-05
```
